\section*{The macroscopic dielectric function from a response without the G = 0 Coulomb term, part 2}

We seek the macroscopic dielectric function $\varepsilon_M$ of a periodic crystal, now with the attraction between electron and hole, and compare optical absorption, governed by $\operatorname{Im}\varepsilon_M$ as $q\to0$, with the energy loss of a fast charge. Hartree atomic units are used.

The wavevector $\mathbf q\neq0$ lies in the first Brillouin zone, and $\omega$ is the frequency; real frequencies are approached as $\omega+i\eta$ with $\eta>0$. Matrices are indexed by reciprocal vectors $\mathbf G,\mathbf G'$ from one finite set containing $0$. The element $\mathbf G=\mathbf G'=0$ is the head; $b$ (body) stands for all $\mathbf G\neq0$.

The Coulomb matrix $v$ is diagonal, with $v_{\mathbf G}=4\pi/|\mathbf q+\mathbf G|^2$ and $v_0=4\pi/q^2$; $\bar v$ is $v$ with $v_0$ set to zero. The irreducible polarizability is $P$, the full response $\chi=P+Pv\chi$, the modified response $\bar P=P+P\bar v\bar P$, and the dielectric matrix $\varepsilon=1-vP$.

A potential energy with components $V_{\mathbf G}$ multiplying $e^{i(\mathbf q+\mathbf G)\cdot\mathbf r-i\omega t}$ induces a number density $n_{\mathbf G}$, with Hartree potential $vn$. The solution of $n=P(V+\bar vn)$ is $n=\bar PV$; with $v$ in place of $\bar v$, $V$ is the external potential and $n=\chi V$.

If $\varepsilon$ and $D=1-v_bP_{bb}$ are invertible, then
\begin{equation}
\varepsilon_M=\frac1{(\varepsilon^{-1})_{00}}=1-v_0\bar P_{00},\qquad
(\varepsilon^{-1})_{00}=1+v_0\chi_{00}, \label{recall}
\end{equation}
and, by Lemma 1,
\begin{equation}
\frac{1}{(\varepsilon^{-1})_{00}}=s,\qquad
s=1-v_0P_{00}-v_0P_{0b}D^{-1}v_bP_{b0}. \label{schur}
\end{equation}
For Hermitian, negative semidefinite $P$, the local-field term obeys
\begin{equation}
v_0P_{0b}D^{-1}v_bP_{b0}=v_0P_{b0}^\dagger(v_b^{-1}-P_{bb})^{-1}P_{b0}\ge0. \label{lfsign}
\end{equation}
The loss function is
\begin{align}
-\operatorname{Im}(\varepsilon^{-1})_{00}&=-v_0\operatorname{Im}\chi_{00}
=\frac{\operatorname{Im}\varepsilon_M}{|\varepsilon_M|^2}. \label{lossfun}
\end{align}

\subsection{The equation for pair amplitudes}

Let $t$ label a transition from a Bloch state $i$ at $\mathbf k$ to a Bloch state $j$ at $\mathbf k+\mathbf q$. The states are normalized in the crystal volume $\Omega$. The electrons are spin-unpolarized, with spin-summed occupations $f_i$ equal to 2 or 0. Define
\begin{equation}
\Delta_t=E_j-E_i,\quad F_t=f_i-f_j,\quad
R_{\mathbf Gt}=\langle i|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|j\rangle. \label{tdefs}
\end{equation}
Transitions with $F_t=0$ do not contribute. Excitations have $F_t=2$, $\Delta_t>0$; the reverse transitions have $F_t=-2$, $\Delta_t<0$.

The one-particle density matrix obeys $i\dot\rho=[h,\rho]$. To first order in a perturbation $U e^{-i\omega t}$ its element $\rho_t=\rho_{ji}$ satisfies
\begin{equation}
\omega\rho_t=(E_j-E_i)\rho_t+U_{ji}f_i-f_jU_{ji},
\quad\text{so}\quad(\omega-\Delta_t)\rho_t=F_tU_{ji}. \label{lin}
\end{equation}
A local potential with components $V_{\mathbf G}$ has $U_{ji}=(R^\dagger V)_t$, since $\langle j|e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}|i\rangle=R^*_{\mathbf Gt}$. The density component is the trace of $\rho$ with $e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}/\Omega$, that is, $n=R\rho/\Omega$.

The attraction between electron and hole comes from the change of the exchange self-energy with a static screened interaction $W$. For one spin, $\delta\Sigma(\mathbf r,\mathbf r')=-W(\mathbf r,\mathbf r')\,\delta\rho_\sigma(\mathbf r,\mathbf r')$, where $\delta\rho_\sigma$ is half the spin-summed density matrix and $W$ is held fixed. Its matrix element is $\delta\Sigma_{ji}=(K\rho)_t$ with
\begin{equation}
K_{tt'}=-\frac12\iint\psi_j^*(\mathbf r)\psi_{j'}(\mathbf r)W(\mathbf r,\mathbf r')
\psi_{i'}^*(\mathbf r')\psi_i(\mathbf r')\,d\mathbf r\,d\mathbf r'. \label{direct}
\end{equation}
For real symmetric $W$ this matrix is Hermitian. Here $F$ and $\Delta$ denote diagonal matrices as well.

\paragraph{Theorem 2.} In this approximation, with static $W$,
\begin{equation}
\bar P(\omega)=\frac1\Omega R(\omega-\bar H)^{-1}FR^\dagger,\qquad
\bar H=\Delta+F\left(K+\frac1\Omega R^\dagger\bar vR\right), \label{bse}
\end{equation}
wherever this inverse and the inverse of $\omega-\Delta-FK$, which defines $P$ in the proof, both exist. At a pole of $P$ where $\omega-\bar H$ is still invertible, the right side gives $\bar P$ as the limit from neighbouring frequencies. Replacing $\bar v$ by $v$ gives $\chi$.

\emph{Proof.} Let $V$ be applied together with the induced potential $\bar vn$. Equation \eqref{lin} becomes
\begin{equation}
(\omega-\Delta)\rho=F\left[R^\dagger(V+\bar vn)+K\rho\right]. \label{amp}
\end{equation}
Without $\bar v$, the same equation defines $P=\Omega^{-1}R(\omega-\Delta-FK)^{-1}FR^\dagger$. Hence \eqref{amp} implies $n=P(V+\bar vn)$, so $n=\bar PV$. On the other hand, inserting $n=R\rho/\Omega$ on the right of \eqref{amp} and collecting the terms in $\rho$ gives $(\omega-\bar H)\rho=FR^\dagger V$. Then $n=R\rho/\Omega$ is \eqref{bse} applied to $V$. With $v$ in place of $\bar v$, the potential $V$ is the external one and the response is $\chi$. $\square$

This is the Bethe--Salpeter equation for singlet excitations in transition space. On excitations $F=2$, so the Coulomb exchange term enters as $2\bar v$ and the attraction as $-W$. Removing the $\mathbf G=0$ element concerns the exchange term. The attraction belongs to $P$ and is left unchanged.

\subsection{Real energies and positive strengths}

Although $\bar H$ is not Hermitian, $\bar H=F\bar M$ with the Hermitian matrix
\begin{equation}
\bar M=F^{-1}\Delta+K+\frac1\Omega R^\dagger\bar vR. \label{m}
\end{equation}
Assume that $\bar M$ is positive definite. Its first term is, since $F$ and $\Delta$ have equal signs; a sufficiently strong attraction can destroy the property. The last term of \eqref{m} is positive semidefinite, so $F^{-1}\Delta+K$ is then not positive definite either. This is the matrix for spin-triplet excitations, in which the two spin densities change oppositely and the Hartree term cancels, so the spin-unpolarized ground state is then not stable in this approximation. For singlet excitations alone, stability is decided by the matrix $M$ of \eqref{rankone}, which contains $v_0$ and can stay positive definite when $\bar M$ is not. Write $\bar M=LL^\dagger$ and $A=L^\dagger FL$. The matrix $A$ is Hermitian and invertible. From
\begin{equation}
(\omega-FLL^\dagger)FL=FL(\omega-L^\dagger FL)=FL(\omega-A)
\end{equation}
follows $(\omega-\bar H)^{-1}FL=FL(\omega-A)^{-1}$. Multiply by $L^{-1}$ from the right and use $L^{-1}=A^{-1}L^\dagger F$, which is $AL^{-1}=L^\dagger F$ solved for $L^{-1}$:
\begin{equation}
(\omega-\bar H)^{-1}F=FL(\omega-A)^{-1}A^{-1}L^\dagger F. \label{resolvent}
\end{equation}
Let $Aw_\lambda=\lambda w_\lambda$ with orthonormal $w_\lambda$, let $R_0$ be the row $\mathbf G=0$ of $R$, and let $y_\lambda=w_\lambda^\dagger L^\dagger FR_0^\dagger$. Then
\begin{equation}
\bar P_{00}(\omega)=\sum_\lambda\frac{r_\lambda}{\omega-\lambda},\qquad
r_\lambda=\frac{|y_\lambda|^2}{\Omega\lambda}. \label{poles}
\end{equation}
The energies $\lambda$ are real, and $r_\lambda$ has the sign of $\lambda$ or vanishes. At $\omega=0$ each term equals $-|y_\lambda|^2/(\Omega\lambda^2)$, so $\varepsilon_M(0)\ge1$. At $\omega+i\eta$, equation \eqref{recall} gives
\begin{equation}
\operatorname{Im}\varepsilon_M=v_0\sum_\lambda r_\lambda\frac{\eta}{(\omega-\lambda)^2+\eta^2}. \label{lorentz}
\end{equation}
An energy is called bright if its total strength, summed over degenerate states, is nonzero. Bright energies of $\bar H$ are the poles of $\varepsilon_M$.

\subsection{Effect of restoring the macroscopic term}

For $\chi$ the matrix $\bar M$ is replaced by
\begin{equation}
M=\bar M+\frac{v_0}{\Omega}R_0^\dagger R_0, \label{rankone}
\end{equation}
which is again positive definite. Its bright energies are the poles of $(\varepsilon^{-1})_{00}$. Since $\varepsilon_M(\varepsilon^{-1})_{00}=1$, they are zeros of $\varepsilon_M$.

\paragraph{Proposition.} Order the positive eigenvalues of $F\bar M$ and of $FM$ by size. The $n$th eigenvalue of $FM$ is not below the $n$th eigenvalue of $F\bar M$.

\emph{Proof.} The equation $F\bar Mx=\lambda x$ is equivalent to $F^{-1}x=\lambda^{-1}\bar Mx$. The $n$th smallest positive $\lambda$ belongs to the $n$th largest $\lambda^{-1}$, for which the max-min principle gives
\begin{equation}
\frac1{\bar\lambda_n}=\max_{\dim S=n}\ \min_{0\ne x\in S}\frac{x^\dagger F^{-1}x}{x^\dagger\bar Mx}, \label{maxmin}
\end{equation}
and likewise $1/\lambda_n$ with $M$. The number of positive eigenvalues is the same in both cases: by Sylvester's law of inertia it is the number of positive $F_t$. Let $S$ be the best subspace for $M$. The minimum there is $1/\lambda_n>0$, so every numerator in $S$ is positive. Because $x^\dagger Mx\ge x^\dagger\bar Mx$, replacing $M$ by $\bar M$ lowers no quotient. Therefore $1/\lambda_n\le1/\bar\lambda_n$. $\square$

\subsection{The optical limit}

Let $u$ be the periodic parts of the Bloch states. For different bands in an insulator with a local crystal potential, first-order perturbation theory in $\mathbf q\cdot\mathbf p$ gives
\begin{equation}
R_{0t}=\langle u_{i\mathbf k}|u_{j,\mathbf k+\mathbf q}\rangle
=\frac{\mathbf q\cdot\langle i|\mathbf p|j\rangle}{E_j-E_i}+O(q^2), \label{kp}
\end{equation}
with the energies and matrix elements taken at $\mathbf k$. The gap keeps the denominator away from zero. Since $\bar v$ lacks the divergent element, its part of $\bar H$ stays finite as $q\to0$. For $\omega$ away from the eigenvalues, \eqref{bse} then makes $\bar P_{00}$ quadratic in $q$ to leading order. The product $v_0\bar P_{00}$ has a finite limit, which may depend on the direction of $\mathbf q$. In a metal, transitions within a partly filled band have energies that vanish with $q$, and this argument does not apply.

\subsection{A model insulator}

The model has a cubic cell of edge $a=6$ bohr with two electrons and the potential $-\sum_iA_i\cos(2\pi x_i/a)$, where $A=(0.5,0.6,0.7)$ hartree. The Bloch states follow from diagonalization in 125 plane waves. The $4\times4\times4$ mesh has components $\pm1/8$ and $\pm3/8$ in units of $2\pi/a$. One valence and six conduction bands give $64\times6\times2=768$ transitions of both signs. The smallest excitation energy without interaction on this mesh is 0.495 hartree. The response matrices contain the 19 vectors with $|\mathbf G|^2\le2(2\pi/a)^2$.

The screened interaction is replaced by a contact, $W=w\,\delta(\mathbf r-\mathbf r')$ with $w=10$ hartree\,bohr$^3$. Then $\delta\Sigma=-w\,\delta\rho_\sigma(\mathbf r,\mathbf r)\delta(\mathbf r-\mathbf r')$ is a local potential $fn$ with $f=-w/2=-5$ hartree\,bohr$^3$, and $K=fR^\dagger R/\Omega$, restricted to the 19 vectors. If $P^0$ is the polarizability without attraction, $P=P^0+P^0fP$. The mesh, the bands, the set of 19 vectors and the contact define a model; its numbers are not converged properties of a material. The restriction of the contact to 19 vectors matters. With 27 vectors the static $1-v_0P_{00}$ below rises from 1.542 to 1.613 and $\varepsilon_M$ from 1.339 to 1.345, and the peak of $-v_0\operatorname{Im}P_{00}$ falls from 0.444 to 0.422 hartree. On finer meshes, up to $8\times8\times8$ and $32\times4\times4$, the absorption peak lies between 0.496 and 0.532 hartree and the loss peak between 0.722 and 0.726 hartree; the order of the peaks is unchanged.

Take $q=0.010472$ bohr$^{-1}$ along $x$, one hundredth of $2\pi/a$, so that $v_0=4\pi/q^2=1.1459\times10^5$ hartree\,bohr$^3$. At $\omega=0$ the polarizability has the head $P_{00}=-4.7270\times10^{-6}$ (hartree\,bohr$^3$)$^{-1}$. Neglecting local fields gives
\begin{equation}
1-v_0P_{00}=1+0.5417=1.5417.
\end{equation}
The local-field term \eqref{lfsign} is 0.2022. By Lemma 1,
\begin{equation}
\varepsilon_M=1.5417-0.2022=1.3394,
\end{equation}
where the last digit reflects unrounded values. Inversion of the $19\times19$ matrix $\varepsilon$ gives $(\varepsilon^{-1})_{00}=0.7466$, whose reciprocal is 1.3394. Diagonalization in the space of 768 transitions gives $\bar P_{00}=-2.9620\times10^{-6}$ (hartree\,bohr$^3$)$^{-1}$, and
\begin{equation}
1-v_0\bar P_{00}=1+0.3394=1.3394.
\end{equation}

Without attraction and without local fields the value is 1.390. The attraction thus raises the static value to 1.542, and the local fields lower it to 1.339. At half the wavevector $\varepsilon_M$ changes by $4\times10^{-5}$, while $\bar P_{00}$ falls by a factor 3.9995, close to the factor 4 of a quadratic law. For $\mathbf q$ along $z$ the result is 1.210. The three amplitudes differ, so no cubic symmetry forces the two directions to agree.

At $\omega=0.6+0.02i$ hartree both routes give $\varepsilon_M=1.1253+0.3485i$. The loss function \eqref{lossfun} is there
\begin{equation}
\frac{0.3485}{1.1253^2+0.3485^2}=0.251.
\end{equation}

The highest peaks of the spectra for $\mathbf q$ along $x$, with $\eta=0.02$ hartree and a frequency step of 0.002 hartree, lie at these energies:
\begin{itemize}
\item $-v_0\operatorname{Im}P^0_{00}$: 0.498 hartree (13.6 eV);
\item $-v_0\operatorname{Im}P_{00}$: 0.444 hartree (12.1 eV);
\item $\operatorname{Im}\varepsilon_M$: 0.514 hartree (14.0 eV);
\item $-\operatorname{Im}(\varepsilon^{-1})_{00}$: 0.712 hartree (19.4 eV).
\end{itemize}
The attraction lowers the peak by 0.054 hartree, and $\bar v$ raises it by 0.070 hartree. The absorption peak therefore lies above the smallest excitation energy without interaction, although the attraction alone had moved it below. Restoring the one element $v_0$ separates the loss peak from the absorption peak by a further 0.198 hartree.

This separation is not the shift of one eigenvalue in the ordered list. The strongest poles of $\varepsilon_M$ and $(\varepsilon^{-1})_{00}$ lie at 0.5138 and 0.7115 hartree, but the largest shift of an $n$th positive eigenvalue is 0.036 hartree. The two strongest poles therefore have different positions $n$ in their lists. They are number 32 and number 159 among the 384 positive eigenvalues. Dark states are not the cause of the small shifts. By \eqref{poles}, $\varepsilon_M$ runs from $-\infty$ just above one positive bright energy to $+\infty$ just below the next, so a zero lies between each two neighbouring poles. If only the poles whose strength exceeds $10^{-5}$ of the largest in magnitude are kept, seven of them positive, no positive zero lies more than 0.050 hartree above the positive pole with the same number. What moves by 0.198 hartree is the position of the largest strength, which passes to a higher member of the list. On this mesh $\varepsilon_M$ has a second strong pole at 0.6618 hartree, with 0.75 of the largest strength. The zero above the strongest pole lies at 0.5499 hartree and carries 0.40 of the largest loss strength; the strongest loss pole, 0.7115 hartree, is the zero above the second strong pole.

A single pair of poles at $\pm\bar\lambda$ with strengths $\pm r$ would not describe this case. It would give
\begin{equation}
\varepsilon_M=1-\frac{g}{\omega^2-\bar\lambda^2},\qquad g=2v_0r\bar\lambda,
\end{equation}
with a zero at $\omega^2=\bar\lambda^2+g=\bar\lambda^2\varepsilon_M(0)$. With the values above, the zero would lie at $0.5138\sqrt{1.3394}=0.595$ hartree, well below 0.712 hartree. The strength in the other poles is needed to place the loss peak.

Numerical values quoted here were computed with a short program.
